**Bond percolation and conduction on the Bethe lattice**

An infinite open cluster exists on a Bethe lattice with z ≥ 3 neighbours per site only when the bond probability p exceeds 1/(z − 1), and it then conducts to infinity. Here b = z − 1, m = bp, T is the probability that a forward branch is infinite, θ is the probability that a site lies in an infinite cluster, and C is the conductance of a branch in units of one open bond. The program locates the onset of a positive root T by bisection for z = 3, 4, 6 and 8, and asserts that it agrees with 1/(z − 1) and that θ rises with the derived slope. For z = 4 it compares randomly grown clusters with the recursion and with the mean-size formula, and asserts the 1/n decay at threshold. It solves Kirchhoff's equations for all 4096 states of a small branch to test the bound on the conductance. The sampled mean conductances at p = 0.35, 0.40 and 0.60 lie between the two derived bounds on the mean, and the conducting fraction agrees with T within the sampling tolerance. Path counts up to eight bonds on the square lattice do not exceed those on the tree. All assertions held, and the output ends with PASS.

## Verification by program

```python
"""Bond percolation on the Bethe lattice (z neighbours per site, no loops).
Result under test: an infinite open cluster exists only for p > 1/(z-1),
and it then conducts to infinity.
Symbols: p = probability that a bond is open, b = z-1 forward bonds,
m = b*p, T = probability that a forward branch is infinite,
theta = probability that a site is in an infinite cluster,
C = conductance of a forward branch to infinity (unit: one open bond, g).
"""
import itertools
import numpy as np

rng = np.random.default_rng(12345)


def positive_root(p, b):
    """Positive solution of T = 1-(1-pT)^b from polynomial roots, or 0."""
    poly = 1 - np.poly1d([-p, 1.0])**b - np.poly1d([1.0, 0.0])
    roots = np.roots(poly.coeffs[:-1])          # root T = 0 divided out
    good = [r.real for r in roots
            if abs(r.imag) < 1e-9 and 1e-9 < r.real <= 1 + 1e-9]
    return max(good) if good else 0.0


def branch_reach(p, b, depth):
    """Probability that a forward branch reaches the given depth."""
    t = 1.0
    for _ in range(depth):
        t = 1 - (1 - p*t)**b
    return t


def site_probability(p, z, t):
    return 1 - (1 - p*t)**z


# Threshold found by bisection on the existence of a positive root
print("Onset of a positive root T, and 1/(z-1) (dimensionless)")
for z in (3, 4, 6, 8):
    low, high = 0.05, 0.95
    for _ in range(45):
        mid = 0.5*(low + high)
        if positive_root(mid, z - 1) > 0:
            high = mid
        else:
            low = mid
    assert abs(high - 1/(z - 1)) < 1e-6
    print(f"  z = {z}: onset {high:.6f}, 1/(z-1) = {1/(z-1):.6f}")
    step = 1e-5
    p_above = 1/(z - 1) + step
    slope = site_probability(p_above, z, positive_root(p_above, z-1))/step
    slope_formula = 2*z*(z - 1)/(z - 2)
    assert abs(slope/slope_formula - 1) < 2e-3
    print(f"    slope of theta: {slope:.3f}, formula {slope_formula:.3f}")

z, b = 4, 3
p_c = 1/b

# Random growth of clusters, generation by generation
walkers, depth = 20000, 100
print(f"Cluster growth, z = 4, {walkers} clusters, depth {depth}")
for p in (0.30, p_c, 0.35, 0.40, 0.60):
    front = rng.binomial(z, p, size=walkers)
    for _ in range(depth - 1):
        front = front[front > 0]
        if front.size == 0:
            break
        front = np.minimum(rng.binomial(b*front, p), 10**6)
    sampled = np.count_nonzero(front)/walkers
    expected = site_probability(p, z, branch_reach(p, b, depth - 1))
    error = np.sqrt(expected*(1 - expected)/walkers)
    assert abs(sampled - expected) < 5*error + 2/walkers
    print(f"  p = {p:.4f}: reached {sampled:.4f}, recursion {expected:.4f}")

# Mean cluster size below threshold
p = 0.25
samples = 200000
front = rng.binomial(z, p, size=samples)
size = 1 + front
while front.any():
    front = rng.binomial(b*front, p)
    size = size + front
mean_size = size.mean()
size_error = size.std()/np.sqrt(samples)
size_formula = (1 + p)/(1 - b*p)
assert abs(mean_size - size_formula) < 5*size_error
print(f"Mean cluster size at p = {p}: sampled {mean_size:.3f}"
      f" +- {size_error:.3f}, formula {size_formula:.3f} sites")

# Decay exactly at threshold
print(f"At p_c, z = 4: n*T_n should tend to {2*b/(b-1):.3f}")
for n in (100, 1000, 100000):
    t_n = branch_reach(p_c, b, n)
    print(f"  n = {n}: T_n = {t_n:.4e}, n*T_n = {n*t_n:.4f}")
assert abs(n*t_n - 2*b/(b - 1)) < 2e-3

# All 4096 states of a forward branch of depth 2 (3 + 9 bonds)
p = 0.40
m = b*p
states = np.array(list(itertools.product((0, 1), repeat=12)), float)
weight = np.prod(np.where(states == 1, p, 1 - p), axis=1)
first = states[:, :3]
second = states[:, 3:].reshape(-1, 3, 3)
# Kirchhoff: eliminate the three inner sites, outer level grounded
inner = np.zeros((len(states), 3, 3))
for i in range(3):
    inner[:, i, i] = first[:, i] + second[:, i].sum(axis=1)
voltages = np.einsum('sij,sj->si', np.linalg.pinv(inner), first)
conductance = first.sum(axis=1) - np.sum(first*voltages, axis=1)
ends = first*second.sum(axis=2)          # connected outer sites per bond
current = ends.sum(axis=1)/m**2
energy = (np.sum(ends**2, axis=1) + ends.sum(axis=1))/m**4
alive = current > 0
assert np.all(conductance[alive] >= current[alive]**2/energy[alive] - 1e-10)
assert np.allclose(conductance[~alive], 0, atol=1e-10)
reach_exact = weight[alive].sum()
assert abs(reach_exact - branch_reach(p, b, 2)) < 1e-12
energy_mean = weight @ energy
energy_formula = (1 + (1 - p)/m)/m + 1/m**2
assert abs(weight @ current - 1) < 1e-12
assert abs(energy_mean - energy_formula) < 1e-12
c2_mean = weight @ conductance
assert c2_mean >= 1/energy_mean
print("Depth-2 branch, z = 4, p = 0.40, all 4096 states")
print(f"  probability to reach depth 2: {reach_exact:.6f}")
print(f"  mean dissipation of trial current: {energy_mean:.6f}")
print(f"  mean conductance {c2_mean:.4f} g, bound {1/energy_mean:.4f} g")

# Distribution of the branch conductance, sampled to large depth
pool_size, burn, keep = 40000, 300, 300
print("Infinite branch, z = 4; C in units of g")
for p in (0.35, 0.40, 0.60):
    m = b*p
    t_root = positive_root(p, b)
    t_closed = (3*p - np.sqrt(4*p - 3*p*p))/(2*p*p)
    assert abs(t_root - t_closed) < 1e-10
    theta = site_probability(p, z, t_root)
    series = np.ones(pool_size)      # C/(1+C) for a shorted outer level
    means, fractions = [], []
    for sweep in range(burn + keep):
        picks = series[rng.integers(0, pool_size, (b, pool_size))]
        pool = np.sum(picks*(rng.random((b, pool_size)) < p), axis=0)
        series = pool/(1 + pool)
        if sweep >= burn:
            means.append(pool.mean())
            fractions.append(np.mean(pool > 1e-3))
    c_mean, conducting = np.mean(means), np.mean(fractions)
    lower = (m - 1)**2/((b - 1)*p)
    upper = t_root*(m - 1)
    assert lower < c_mean < upper
    assert abs(conducting - t_root) < 0.015   # finite-pool noise
    print(f"  p = {p:.2f}: m = {m:.2f}, T = {t_root:.4f},"
          f" theta = {theta:.4f}")
    print(f"    fraction of branches with C > 0.001: {conducting:.3f}")
    print(f"    mean C = {c_mean:.2g}, bounds {lower:.5f} and {upper:.5f}")
    print(f"    mean from a site with all z branches: {z*c_mean/b:.2g}")


# Loops reduce the number of self-avoiding paths (square lattice, z = 4)
def count_paths(x, y, visited, steps):
    if steps == 0:
        return 1
    total = 0
    for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        new = (x + dx, y + dy)
        if new not in visited:
            total += count_paths(*new, visited | {new}, steps - 1)
    return total


print("Self-avoiding paths: square lattice, Bethe lattice z = 4")
for n in range(1, 9):
    square = count_paths(0, 0, frozenset({(0, 0)}), n)
    tree = z*b**(n - 1)
    assert square <= tree
    if n in (3, 4, 8):
        print(f"  n = {n} bonds: {square}, {tree}")
assert square < tree

print("PASS")
```

Output:

```
Onset of a positive root T, and 1/(z-1) (dimensionless)
  z = 3: onset 0.500000, 1/(z-1) = 0.500000
    slope of theta: 11.999, formula 12.000
  z = 4: onset 0.333333, 1/(z-1) = 0.333333
    slope of theta: 11.999, formula 12.000
  z = 6: onset 0.200000, 1/(z-1) = 0.200000
    slope of theta: 14.999, formula 15.000
  z = 8: onset 0.142857, 1/(z-1) = 0.142857
    slope of theta: 18.665, formula 18.667
Cluster growth, z = 4, 20000 clusters, depth 100
  p = 0.3000: reached 0.0000, recursion 0.0000
  p = 0.3333: reached 0.0367, recursion 0.0377
  p = 0.3500: reached 0.1767, recursion 0.1809
  p = 0.4000: reached 0.5461, recursion 0.5415
  p = 0.6000: reached 0.9560, recursion 0.9562
Mean cluster size at p = 0.25: sampled 5.004 +- 0.016, formula 5.000 sites
At p_c, z = 4: n*T_n should tend to 3.000
  n = 100: T_n = 2.8447e-02, n*T_n = 2.8447
  n = 1000: T_n = 2.9793e-03, n*T_n = 2.9793
  n = 100000: T_n = 2.9997e-05, n*T_n = 2.9997
Depth-2 branch, z = 4, p = 0.40, all 4096 states
  probability to reach depth 2: 0.676606
  mean dissipation of trial current: 1.944444
  mean conductance 0.5472 g, bound 0.5143 g
Infinite branch, z = 4; C in units of g
  p = 0.35: m = 1.05, T = 0.1383, theta = 0.1800
    fraction of branches with C > 0.001: 0.138
    mean C = 0.0053, bounds 0.00357 and 0.00691
    mean from a site with all z branches: 0.007
  p = 0.40: m = 1.20, T = 0.4428, theta = 0.5415
    fraction of branches with C > 0.001: 0.442
    mean C = 0.071, bounds 0.05000 and 0.08856
    mean from a site with all z branches: 0.094
  p = 0.60: m = 1.80, T = 0.9043, theta = 0.9562
    fraction of branches with C > 0.001: 0.904
    mean C = 0.64, bounds 0.53333 and 0.72343
    mean from a site with all z branches: 0.86
Self-avoiding paths: square lattice, Bethe lattice z = 4
  n = 3 bonds: 36, 36
  n = 4 bonds: 100, 108
  n = 8 bonds: 5916, 8748
PASS
```
